\section*{Neutral coated spheres and the effective diffusivity of grains with fast boundaries}

\section{A blocking grain in a fast shell}

Take a sphere of radius $b$ whose core, of radius $a$, lets nothing diffuse through it. The shell $a<r<b$ has diffusivity $D_b$. Measure the concentration $c$ from its value at the centre plane, and let the sphere sit in a gradient along $z=r\cos\theta$. In the shell try
\begin{equation}
c=B\,z\left(1+\frac{a^3}{2r^3}\right)=B\cos\theta\left(r+\frac{a^3}{2r^2}\right).
\end{equation}
Both terms satisfy $\nabla^2c=0$, and the radial derivative $B\cos\theta\,(1-a^3/r^3)$ vanishes at $r=a$, as a blocking core demands. At the outer surface
\begin{equation}
c=Bb\cos\theta\left(1+\frac{a^3}{2b^3}\right),\qquad
D_b\frac{\partial c}{\partial r}=D_bB\cos\theta\left(1-\frac{a^3}{b^3}\right).
\end{equation}
A uniform ball of diffusivity $D$ with $c=Gz$ has surface values $Gb\cos\theta$ and $DG\cos\theta$. The two pairs agree if $G=B(1+a^3/2b^3)$ and
\begin{equation}
D=D_b\,\frac{1-a^3/b^3}{1+a^3/2b^3}=\frac{2g}{3-g}\,D_b,\qquad g=1-\frac{a^3}{b^3},
\label{eq:block}
\end{equation}
where $g$ is the volume fraction of the shell. The surroundings receive the same concentration and the same flux from either ball, so a medium with this $D$ cannot tell the coated sphere from more of itself. For a thin shell $D\approx\tfrac23gD_b$: one third of the shell's capacity to carry flux is lost. The rest of this appendix treats a core that conducts.

\section{The general coated sphere}

\subsection{Assumptions and fields}

The core (grain) has diffusivity $D_g$, the shell (boundary) $D_b$ and the surrounding host $D_h$, each constant and isotropic. The flux is $\mathbf J=-D\nabla c$. There is no segregation, so $c$ is continuous at each interface, as is the normal component of $D\nabla c$. Far away $c\to Gz$. In the steady state $\nabla^2c=0$ in each region, and the solutions proportional to $\cos\theta$ are $r\cos\theta$ and $\cos\theta/r^2$. Hence
\begin{equation}
c=Gz\times
\begin{cases}
A, & r<a,\\
B+C/r^3, & a<r<b,\\
1+\beta/r^3, & r>b.
\end{cases}
\label{eq:fields}
\end{equation}
The core has no $1/r^2$ term because $c$ is finite at the centre. The dipole coefficient $\beta$ measures the disturbance outside.

If these forms can be matched, they are the solution. The difference $w$ of two solutions with the same far gradient and no net source tends to a constant, which may be subtracted, and then falls off as $1/r^2$. Therefore $\int D|\nabla w|^2dV=0$, the surface term at infinity being zero, and $w=0$.

\subsection{Matching at the core}

The radial derivative of $z/r^3=\cos\theta/r^2$ is $-2\cos\theta/r^3$. Continuity of $c$ and of flux at $r=a$ gives
\begin{equation}
A=B+\frac{C}{a^3},\qquad D_gA=D_b\left(B-\frac{2C}{a^3}\right).
\end{equation}
Insert $C/a^3=A-B$ in the second equation: $D_gA=D_b(3B-2A)$. Thus
\begin{equation}
B=A\,\frac{2D_b+D_g}{3D_b},\qquad
\frac{C}{a^3}=A-B=A\,\frac{D_b-D_g}{3D_b}.
\label{eq:BC}
\end{equation}

\subsection{Matching at the host}

At $r=b$ we need $C/b^3=(1-g)\,C/a^3$. Define the surface concentration $s$ and the surface flux $q$, both stripped of common factors:
\begin{align}
s&=B+\frac{C}{b^3}
=\frac{A}{3D_b}\left[2D_b+D_g+(1-g)(D_b-D_g)\right]\nonumber\\
&=\frac{A}{3D_b}\left[(3-g)D_b+gD_g\right],\label{eq:s}\\
q&=D_b\left(B-\frac{2C}{b^3}\right)
=\frac A3\left[2D_b+D_g-2(1-g)(D_b-D_g)\right]\nonumber\\
&=\frac A3\left[2gD_b+(3-2g)D_g\right].
\end{align}
Their ratio does not depend on the host:
\begin{equation}
\boxed{D^*\equiv\frac qs=D_b\,\frac{(3-2g)D_g+2gD_b}{gD_g+(3-g)D_b}.}
\label{eq:MG}
\end{equation}
On the host side $s=1+y$ and $q=D_h(1-2y)$ with $y=\beta/b^3$. Setting $q=D^*s$ gives $D^*+D^*y=D_h-2D_hy$, or
\begin{equation}
\frac{\beta}{b^3}=\frac{D_h-D^*}{2D_h+D^*}.
\label{eq:dipole}
\end{equation}
The disturbance vanishes if and only if $D_h=D^*$. Then $s=1$, and (\ref{eq:s}) fixes the core gradient:
\begin{equation}
A=\frac{3D_b}{(3-g)D_b+gD_g}.
\label{eq:A}
\end{equation}
For $D_g=0$, (\ref{eq:MG}) returns (\ref{eq:block}).

As a numerical case take $D_g=1$, $D_b=20$, $a/b=0.8$, so $g=0.488$. Then
\begin{equation}
D^*=20\,\frac{2.024+19.52}{0.488+50.24}=8.494 .
\end{equation}
Direct numerical integration of the radial equation through core, shell and a host of this diffusivity gives $\beta/b^3=6\times10^{-14}$, which is zero to rounding. If the host has instead the volume average $gD_b+(1-g)D_g=10.272$, the integration gives $0.0612$, in agreement with (\ref{eq:dipole}).

\section{From one sphere to a polycrystal}

\subsection{Filling space}

Start with a large body of diffusivity $D^*$ whose outer surface is held at $c=Gz$. Replace a ball of it by a coated sphere. The field outside remains $Gz$. A second ball, centred at height $z_2$, sees $Gz_2+G(z-z_2)$: a constant, which drives no flux, plus the same gradient. It too can be replaced, whatever its size, if it has the same $a/b$ and does not overlap the first. This can be repeated. Cut the remaining host into small cubes and put a ball in each; a ball fills $\pi/6$ of its cube, so each round removes a finite fraction of the host and the remaining fraction $\epsilon$ tends to zero.

The mean gradient in each coated sphere follows from its surface values. With $V$ the sphere's volume and $n_z$ the $z$ component of the outward normal,
\begin{equation}
\frac1V\int\frac{\partial c}{\partial z}\,dV=\frac1V\oint c\,n_z\,dS
=\frac1V\oint Gz\,n_z\,dS=G .
\end{equation}
For the flux use $\nabla\cdot(D\nabla c)=0$, which gives $D\,\partial c/\partial z=\nabla\cdot(zD\nabla c)$. The normal component of $D\nabla c$ at the surface is $D^*Gn_z$, so
\begin{equation}
\frac1V\int D\frac{\partial c}{\partial z}\,dV
=\frac1V\oint z\,D^*Gn_z\,dS=D^*G .
\end{equation}
Mean flux and mean gradient are thus related by $D^*$ in every sphere, and also in the remaining host.

Finally, replace that remainder by boundary material, with $D_b>D_g$ and hence $D_b>D^*$. The effective diffusivity obeys a minimum principle: $D_{\rm eff}G^2$ is the smallest value of the volume average $\langle D|\nabla c|^2\rangle$ among fields with the given surface values. Raising $D$ somewhere cannot lower this minimum. Using the old field as a trial, with gradient $G$ in the remainder, gives
\begin{equation}
D^*\le D_{\rm eff}\le D^*+\epsilon(D_b-D^*).
\end{equation}
As $\epsilon\to0$, $D_{\rm eff}=D^*$. This is the Maxwell-Garnett formula with the fast phase as the connected one. It is a theorem for this packing. Real grains are polyhedra, and their boundaries have one width rather than a width proportional to grain size, so for them it is an approximation.

\subsection{Thin fast boundaries}

Subtract $D_g$ from (\ref{eq:MG}). Over the common denominator the numerator is
\begin{align}
&(3-2g)D_bD_g+2gD_b^2-gD_g^2-(3-g)D_bD_g\nonumber\\
&\quad=g(2D_b^2-D_bD_g-D_g^2)=g(D_b-D_g)(2D_b+D_g),
\end{align}
so that
\begin{equation}
D^*=D_g+\frac{g(D_b-D_g)(2D_b+D_g)}{(3-g)D_b+gD_g}.
\label{eq:diff}
\end{equation}
A boundary of width $\delta$ is shared by two grains. Each grain of diameter $d=2b$ therefore owns a shell of thickness $\delta/2$, and with $x=\delta/d$
\begin{equation}
\frac ab=1-x,\qquad g=1-(1-x)^3=3x-3x^2+x^3 .
\label{eq:g}
\end{equation}
For $D_b\gg D_g$ and $x\ll1$, (\ref{eq:diff}) becomes
\begin{equation}
D^*\approx D_g+\tfrac23gD_b\approx D_g+\frac{2\delta D_b}{d}.
\label{eq:thin}
\end{equation}
Only the product $\delta D_b$ enters, which is fortunate because the width of a boundary is a matter of definition.

The factor $2/3$ has a direct reading. At the core, continuity of the normal flux makes the normal gradient in the shell smaller than in the grain by the factor $D_g/D_b$. It grows outward as the shell collects flux, but at the outer surface it is still only $(D^*/D_b)G\cos\theta$, which is small because $D^*\ll D_b$. What survives is the tangential gradient $G\sin\theta$, whose $z$ component is $G\sin^2\theta$, with average $\tfrac23G$ over the sphere. The parallel (Hart) mean $gD_b+(1-g)D_g$ gives the shell the full gradient $G$, and so overestimates its contribution by a factor $3/2$ in this limit.

Cubic grains give the same result. Each of the three families of walls fills a fraction $\delta/d$ of the volume, and two of them lie along the gradient, which again yields $2\delta D_b/d$.

\subsection{Thin slow boundaries}

The matching did not require a fast shell. Let $g$ and $D_b/D_g$ both be small, with any ratio between them. In (\ref{eq:MG}) the numerator tends to $3D_gD_b$ and the denominator to $gD_g+3D_b$, hence
\begin{equation}
\frac1{D^*}\approx\frac1{D_g}+\frac g{3D_b}\approx\frac1{D_g}+\frac{\delta}{dD_b}.
\end{equation}
This is a series of layers: each distance $d$ contains one barrier of width $\delta$. In the space-filling argument the last remainder can then be filled with grain material, and the same inequality holds with $D_g$ in place of $D_b$.

\section{When the steady result governs a transient}

Without segregation the amount stored per volume is the mean concentration $\bar c$. If $\bar c$ varies slowly in space and time, its balance is $\partial\bar c/\partial t=D^*\nabla^2\bar c$, and a wave of wavenumber $k$ decays at the rate $D^*k^2$. This is Harrison's type A regime. It requires the grains to keep up with their boundaries.

To find their delay, let the surface of a spherical grain of radius $R$ rise at a constant rate $\dot c$. Once the start has been forgotten the whole grain rises at that rate, so $D_g\nabla^2c=\dot c$ and
\begin{equation}
c(r)=c(R)-\frac{\dot c}{6D_g}(R^2-r^2).
\end{equation}
The volume average of $r^2$ is $\tfrac35R^2$. The mean therefore trails the surface by $\dot c\,\tau$, with
\begin{equation}
\tau=\frac{1}{6D_g}\cdot\frac{2R^2}{5}=\frac{R^2}{15D_g}\approx\frac{d^2}{60D_g}.
\label{eq:lag}
\end{equation}
The conditions for an anneal of duration $t$ are $\tau\ll t$ and a penetration depth much larger than $d$; the first holds if $\sqrt{D_gt}\gtrsim d$, since then $\tau\lesssim t/60$. At shorter times the grains are filled only beside their boundaries (type B) or hardly at all (type C), and $D^*$ does not describe the profile.

A finite-volume calculation for periodic cubic grains tests both the shape and the transient. With pitch 1, wall width 0.05, $D_g=1$ and $D_b=100$, the steady value is 10.77, against 10.93 from (\ref{eq:MG}) at the same $g=0.143$. The grid has twelve cells per edge. Grids refined at the wall edges raise the steady value by about 0.6\%, to between 10.83 and 10.84, so about two fifths of the difference of 1.5\% is discretization error and the converged difference is about 0.9\%. On the same grid the decay rate divided by $k^2$ is 10.76 for $k=0.05$, a wavelength of 126 pitches. For $k=0.8$, or eight pitches, it is 9.71 (about 9.74 on a finer grid), which is 10\% below the steady value. Grain lag alone accounts for a deficit of this size: $D^*k^2\tau\approx0.1$ here. For fast boundaries this product, not the ratio of wavelength to grain size, decides when the homogenized equation fails, so a higher contrast brings failure at longer wavelengths. With $D_b=5$ the deficit at eight pitches is under 1\%, while with $D_b=10^4$ it is already about one half at 31 pitches ($k=0.2$).

Segregation would change the result in two places. If the boundary holds $\sigma_s$ times the adjoining grain concentration, the continuous variable is $u=c$ in the grain and $u=c/\sigma_s$ in the boundary. The shell then conducts with $\sigma_sD_b$, which replaces $D_b$ in (\ref{eq:MG}), and the result must be divided by the storage factor $1-g+g\sigma_s$.

\section{Worked example: a copper tracer in pinned copper grains}

A copper tracer in copper has no chemical reason to segregate. The case considered is copper whose grains are kept at $d=1000$ nm by a fine oxide dispersion, annealed for 10 h at $T=1000$ K, where $k_BT=0.08617$ eV. Rough values are used for the lattice (0.2 cm$^2$/s, 2.1 eV) and the boundary (0.01 cm$^2$/s, 0.8 eV, $\delta=0.5$ nm):
\begin{align}
D_g&=0.2\,e^{-2.1/0.08617}=5.2\times10^{-12}\ {\rm cm^2/s},\\
D_b&=0.01\,e^{-0.8/0.08617}=9.3\times10^{-7}\ {\rm cm^2/s}.
\end{align}
With $2\delta/d=10^{-3}$, (\ref{eq:thin}) gives
\begin{equation}
D^*\approx(0.05+9.29)\times10^{-10}
\approx9.3\times10^{-10}\ {\rm cm^2/s}=9.3\times10^{-14}\ {\rm m^2/s}.
\end{equation}
The full formula agrees with this to four digits, $9.346\times10^{-10}$ cm$^2$/s. Boundaries filling 0.15\% of the volume raise the diffusivity by a factor of about 180 and carry 99.4\% of the flux. The mean gradient in the shell is $0.667G$, as expected from the factor $2/3$. The parallel mean would give $1.4\times10^{-9}$ cm$^2$/s, too large by a factor 1.50 relative to $D^*$. For cubic grains at the same $g$ the value lies about 0.01\% below $D^*$; the twelve-cell grid, which does not resolve the wall junctions, gives 0.025\%.

The regime is type A: $\sqrt{D_gt}=4.3\ \mu$m is about four grain diameters, the lag (\ref{eq:lag}) is 32 s, or $9\times10^{-4}$ of the anneal, and the penetration length $\sqrt{D^*t}$ is $58\ \mu$m.

\subsection{Comparison with the real material}

Micrometre grains are plausible in dispersion-strengthened copper; in pure copper at this temperature they would be expected to coarsen, and doubling $d$ halves $D^*$. The assumption most plainly broken is that all boundaries are alike. To size this, give each coated sphere its own neutral value $D_i$ and choose the medium $D$ so that the mean dipole vanishes. By (\ref{eq:dipole}), with volume fractions $w_i$ because $\beta\propto b^3$,
\begin{equation}
\sum_iw_i\,\frac{D_i-D}{D_i+2D}=0 .
\end{equation}
This is a self-consistent estimate, not a theorem. The volume mean of $D_i$ is held fixed. A lognormal spread of boundary diffusivity from grain to grain, with standard deviation 0.7 in the logarithm, lowers $D^*$ by about 16\%. A spread of 0.4 in grain size at fixed boundary width and fixed total boundary area lowers it by 5\%. The estimate ignores how boundaries connect: in a network of cubic grain walls the same spread of 0.7 in boundary diffusivity lowers $D^*$ by only roughly 10\%. A spread of 0.7 is also mild. If half the walls of such a network, chosen at random, carried almost nothing, as coherent twin boundaries may, $D^*$ would fall by a factor of about three.

Impermeable oxide particles filling 1\% of the volume lower the steady flux at a given gradient by 1.5\%, from (\ref{eq:block}) with $D_b\to D^*$ and $g=0.99$. They also store no tracer, so the diffusivity that governs the anneal, found by dividing by the storage factor 0.99, falls by only 0.5\%. That estimate places them in a uniform medium, whereas particles that pin grains sit on the boundaries, where the flux is. If all of them did so, with a radius of 10 nm, they would cover about a quarter of the boundary area and could lower $D^*$ by 40\% or more, unless their surfaces were themselves fast paths. Dislocations at $10^{10}$ cm$^{-2}$, taken as pipes of radius 0.5 nm with diffusivity $D_b$ and random directions, multiply the lattice diffusivity by 5.7 but raise $D^*$ by only 2.6\%, since the lattice carries so little. An error of $+10$ K adds 10\%. Apart from a doubling of the grain size, a large share of slow boundaries and a heavy coverage of the boundaries by oxide, these effects are smaller than that of the input energy: a boundary activation energy lower by 0.05 eV multiplies $D^*$ by 1.8. The result is therefore good to a factor of about two at best.

\section{Implementation}

\begin{enumerate}
\item Compute $g$ from the polynomial in (\ref{eq:g}). The form $1-(1-x)^3$ loses digits when $x$ is very small.
\item Evaluate $D^*$ from (\ref{eq:diff}), which keeps the boundary contribution separate from $D_g$. If a source tabulates $\delta D_b$, choose one $\delta$ and use it both in $g$ and in extracting $D_b$.
\item Compute $\tau$ from (\ref{eq:lag}) and $\sqrt{D^*t}$. Use $D^*$ in a macroscopic diffusion equation if $\tau\ll t$ and $\sqrt{D^*t}\gg d$; otherwise resolve grains and boundaries separately.
\item For a solute that segregates, apply both changes given above: the conductance of the shell and the storage factor.
\end{enumerate}
The numerical output lists the inputs and results to more digits than the rough copper parameters warrant, for comparison with an implementation.

\section*{Computed values}
\begin{verbatim}
TEST SPHERE (core D=1, b=1)
shell D 20, core radius 0.8, g 0.488
neutral D* 8.4939, parallel mean 10.2720
dipole/(G b^3), host D*: 6.2e-14
dipole/(G b^3), host parallel mean: 0.0612
CUBIC GRAINS (grain D=1, pitch 1)
wall width 0.05, wall D 100, g 0.1426
steady D 10.766, Maxwell-Garnett 10.928
decay rate/k^2 at k=0.05: 10.762
decay rate/k^2 at k=0.80: 9.709
COPPER EXAMPLE, INPUTS (rough)
T 1000 K, kT 0.08617 eV, time 10 h
lattice prefactor 0.2 cm2/s, energy 2.1 eV
boundary prefactor 0.01 cm2/s, energy 0.8 eV
boundary width 0.5 nm, grain diameter 1000 nm
COPPER EXAMPLE, RESULTS
D_g 5.218e-12 cm2/s
D_b 9.293e-07 cm2/s
D_b/D_g 1.781e+05
boundary volume fraction g 1.4993e-03
D_eff 9.346e-10 cm2/s = 9.346e-14 m2/s
thin-shell formula 9.346e-10 cm2/s
D_eff/D_g 179.1
parallel mean 1.399e-09 cm2/s, over D_eff 1.496
cubic grains, same g: -0.025 % of D_eff
mean gradient/G: core 1.00050
mean gradient/G: shell 0.66700
flux share of shell 99.44 %
sqrt(D_g t) 4.33 um
sqrt(D_eff t) 58.0 um
grain lag 31.9 s, lag/time 8.9e-04
NEGLECTED OR UNCERTAIN, CHANGE OF D_eff
grain size spread, sigma 0.4: -5.2 %
boundary D spread, sigma 0.7: -15.5 %
oxide 1 vol% blocking: -1.49 %
pipes 1e+10 cm^-2, radius 0.5 nm: +2.6 %
lattice D with pipes / D_g 5.66
width doubled, width*D_b fixed: -0.000 %
grain diameter doubled: -49.7 %
temperature +10 K: +9.7 %
boundary energy -0.05 eV: factor 1.78
\end{verbatim}
